# Random Dimers and the Limits of One-Dimensional Localisation

Put two equal impurities next to each other in an otherwise regular chain. Let $\psi_n$ be the amplitude on site $n$, $\varepsilon_n$ the site energy and $t>0$ the hopping amplitude, so that

$$E\psi_n=\varepsilon_n\psi_n+t(\psi_{n+1}+\psi_{n-1}).\qquad(1)$$

The host sites have energy $\varepsilon_a$; sites 1 and 2 have energy $\varepsilon_b$. Choose $E=\varepsilon_b$. On an impurity site the terms $E\psi_n$ and $\varepsilon_n\psi_n$ cancel, leaving $\psi_{n+1}=-\psi_{n-1}$. Hence $\psi_2=-\psi_0$ and $\psi_3=-\psi_1$, or

$$(\psi_3,\psi_2)=-(\psi_1,\psi_0).$$

The wave leaves the pair as it entered, apart from a sign. If it travelled to the right before, it travels to the right afterwards, and nothing is reflected. A single impurity gives $(\psi_2,\psi_1)=(-\psi_0,\psi_1)$ instead. A wave that arrives with $\psi_1/\psi_0=e^{iq}$ then has $\psi_2/\psi_1=-e^{-iq}$. This equals $e^{iq}$ only if $e^{2iq}=-1$, which by (1) means $E=\varepsilon_a$ and is excluded for $\varepsilon_b\neq\varepsilon_a$. So the wave is partly reflected.

A second pair, placed anywhere beyond the first, also contributes only a sign. So does a thousandth. The distances between pairs may be random, and the chain still transmits perfectly at this energy, provided that the host carries a travelling wave there.

## The belief and its appeal

The belief at issue is that any static disorder in one dimension localises the states at all energies. It has a good basis. In one dimension a wave cannot go round an obstacle. Reflections from random places accumulate, and the typical transmission falls exponentially with length. For independently chosen site energies the conclusion is correct for the two-valued disorder considered here, as shown below. The error lies in passing from "independent" to "random".

The counterexample is the random dimer model. Build the chain from independent units: one $a$-site with probability $1-p$, or two adjacent $b$-sites with probability $p$, where $0<p<1$. Write $\Delta=\varepsilon_b-\varepsilon_a\neq0$ and $\delta=E-\varepsilon_b$. The leads consist of $a$-sites, in which waves obey

$$E-\varepsilon_a=2t\cos k,\qquad 0<k<\pi.$$

At $E=\varepsilon_b$ this reads $\cos k=\Delta/2t$. A travelling wave exists there if $|\Delta|<2t$, which is the condition for the resonance.

## How much one pair reflects

Equation (1) gives $(\psi_{n+1},\psi_n)^T=M(\psi_n,\psi_{n-1})^T$. With $x=\delta/t$, a $b$-site and a pair have the matrices

$$M_b=\begin{pmatrix}x&-1\\1&0\end{pmatrix},\qquad M_b^2=\begin{pmatrix}x^2-1&-x\\x&-1\end{pmatrix}.$$

Before the pair write $\psi_0=A+B$ and $\psi_1=Ae^{ik}+Be^{-ik}$. After it write $\psi_2=A'+B'$ and $\psi_3=A'e^{ik}+B'e^{-ik}$. Eliminating $B'$,

$$A'=\frac{\psi_3-e^{-ik}\psi_2}{2i\sin k}=\alpha A+\beta B.$$

Inserting $\psi_3=(x^2-1)\psi_1-x\psi_0$ and $\psi_2=x\psi_1-\psi_0$, the coefficient of $B$ is

$$\beta=\frac{x^2e^{-ik}-x-xe^{-2ik}}{2i\sin k}=\frac{xe^{-ik}(x-2\cos k)}{2i\sin k}.$$

Since $x-2\cos k=(\varepsilon_a-\varepsilon_b)/t=-\Delta/t$,

$$|\beta|^2=\frac{\Delta^2\delta^2}{t^2[4t^2-(E-\varepsilon_a)^2]}.\qquad(2)$$

The coefficient of $A$ is

$$\alpha=-1+\frac{x^2e^{ik}-2x}{2i\sin k}=-1+\frac{ix}{\sin k}+O(x^2).$$

The matrix is real, so $B'=\beta^*A+\alpha^*B$; its determinant is one, so $|\alpha|^2-|\beta|^2=1$. Because $dE/dk=-2t\sin k<0$, the wave $e^{ikn}$ travels to the left and $e^{-ikn}$ to the right. For a wave incident from the left, therefore, $A'=0$. Then $A=-\beta B/\alpha$ and $B'=B/\alpha$. The transmission and reflection probabilities are $T=1/|\alpha|^2$ and $R=|\beta|^2/|\alpha|^2$, and therefore $R/T=|\beta|^2$. Reflection vanishes at $\delta=0$ and, for small $\delta$, grows as $\delta^2$.

## Localisation close to the resonance

Away from $\delta=0$ the small reflections accumulate. Let $\gamma$ be the mean growth rate per site of $\ln|\psi|$ for a solution started at one end; the localisation length is $1/\gamma$ sites. For a real solution $B=A^*$. Define $\zeta=A/A^*$, which has modulus one and carries twice the phase of the wave. At a pair,

$$\frac{|A'|^2}{|A|^2}=|\alpha+\beta\zeta^*|^2=1+2|\beta|^2+2\,\mathrm{Re}(\alpha\beta^*\zeta).$$

Using $\frac12\ln(1+y)\approx\frac12y-\frac14y^2$ and keeping second order in $\beta$,

$$\ln\frac{|A'|}{|A|}\approx|\beta|^2+\mathrm{Re}(\alpha\beta^*\zeta)-[\mathrm{Re}(\alpha\beta^*\zeta)]^2.\qquad(3)$$

We need the stationary averages of $\zeta$ and $\zeta^2$. A host site multiplies $\zeta$ by $e^{2ik}$. At $\delta=0$ a pair leaves $\zeta$ unchanged, so stationarity demands

$$(1-p)(1-e^{2imk})\langle\zeta^m\rangle=0.$$

Inside the band $e^{2ik}\neq1$, and $\Delta\neq0$ excludes $k=\pi/2$, so $e^{4ik}\neq1$. Both averages vanish at lowest order, and the last term of (3) averages to $-|\beta|^2/2$.

The middle term already contains one factor $\beta$, so $\langle\zeta\rangle$ is needed to first order. A pair changes $\zeta$ to

$$\zeta'=\frac{\alpha\zeta+\beta}{\alpha^*+\beta^*\zeta}\approx\frac{\alpha}{\alpha^*}\zeta-\beta+\beta^*\zeta^2.$$

Here $\alpha=-1$ was used in the terms containing $\beta$. The factor $\alpha/\alpha^*$ differs from one at first order, but it multiplies $\langle\zeta\rangle$, itself of first order. Thus $\langle\zeta'\rangle=\langle\zeta\rangle-\beta$. The type of the next unit is independent of the phase reaching it, so

$$\langle\zeta\rangle=(1-p)e^{2ik}\langle\zeta\rangle+p(\langle\zeta\rangle-\beta),$$

$$\langle\zeta\rangle=-\frac{p\beta}{(1-p)(1-e^{2ik})}.$$

Because $1/(1-e^{2ik})=ie^{-ik}/(2\sin k)$ has real part $1/2$, the middle term contributes $p|\beta|^2/[2(1-p)]$. Each pair therefore adds

$$|\beta|^2\left[1-\frac12+\frac{p}{2(1-p)}\right]=\frac{|\beta|^2}{2(1-p)}.$$

There are $p$ pairs per unit and $1+p$ sites per unit. Evaluating (2) at lowest order, $E-\varepsilon_a\to\Delta$,

$$\gamma\approx\frac{p\,\Delta^2\delta^2}{2(1-p^2)t^2(4t^2-\Delta^2)}.\qquad(4)$$

This holds for small $\delta$ at fixed $p$ and $\Delta$. It is not uniform as $p\to1$, when host sites become too rare to randomise the phase, nor as $|\Delta|\to2t$, when the resonance approaches the band edge and the range of valid $\delta$ shrinks. For $\Delta=t$, $p=0.5$ and $|\delta|=0.05t$, products of random matrices, averaged over the two signs of $\delta$, give $\gamma=2.76\times10^{-4}$; formula (4) gives $2.78\times10^{-4}$. The average removes a correction odd in $\delta$: on each side separately $\gamma$ lies about 10 percent below (for $\delta<0$) or above (for $\delta>0$) formula (4), and about 1 percent at $|\delta|=0.005t$.

## How many states reach across

A single energy would matter little if no states lay near it. The density of states follows from counting nodes. For $t>0$ the highest state has no sign change, and each lower one has one more. One node corresponds to a phase advance of $\pi$.

A host site advances the phase by $k$, with $dk/dE=-1/(2t\sin k)$. A pair advances it on average by $\pi-x/\sin k$ to first order, from the phase of $\alpha$; the contribution of $\beta$ averages out at this order. Its derivative is $-1/(t\sin k)$, twice that of one host site, as befits two sites. The density per site is therefore

$$\rho=\frac{1}{\pi(1+p)}\left[\frac{1-p}{2t\sin k}+\frac{p}{t\sin k}\right]=\frac{1}{\pi\sqrt{4t^2-\Delta^2}},$$

where $2t\sin k=\sqrt{4t^2-\Delta^2}$ at resonance. It does not depend on $p$. For $\Delta=t$, eigenvalue counts at $p=0.5$ and $p=0.2$ both give $0.184$ per site per $t$, as does the formula.

The localisation length exceeds the chain length $N$ when $\gamma N<1$. By (4) this happens for $|\delta|<\delta_N$, with

$$\delta_N=\frac{t}{|\Delta|}\sqrt{4t^2-\Delta^2}\,\sqrt{\frac{2(1-p^2)}{pN}}.\qquad(5)$$

The number of such states is

$$2\delta_NN\rho=\frac{2t}{\pi|\Delta|}\sqrt{\frac{2(1-p^2)N}{p}}.\qquad(6)$$

It grows as $\sqrt N$, while its share of all $N$ states falls as $1/\sqrt N$. There is no band of extended states in the infinite chain. A long finite chain nevertheless has many states that span it. The transmission integrated over energy should shrink like the window, as $N^{-1/2}$. For $\Delta=t$ and $p=0.5$, lengthening the chain from 800 to 3200 sites reduces the integral over $|\delta|\leq0.5t$ by a factor of 2.05, close to the expected 2.

## When the resonance fails

For $|\Delta|>2t$ a pair still acts as $-1$ at $E=\varepsilon_b$, but the host wave is evanescent. The eigenvalues of the host matrix have moduli $e^{\pm\kappa}$ with $2\cosh\kappa=|\Delta|/t$. Host sites form a fraction $(1-p)/(1+p)$ of the chain, so

$$\gamma(\varepsilon_b)=\frac{1-p}{1+p}\,\mathrm{arccosh}\frac{|\Delta|}{2t}.$$

For $\Delta=2.5t$ and $p=0.5$ this is $0.693/3=0.231$ per site, a localisation length of about four sites.

At $|\Delta|=2t$ the two eigenvalues merge. Apart from signs, $n$ host sites produce matrix elements as large as $n+1$. The growth is linear, so $\gamma=0$, but the leads carry no current at this band edge. A vanishing $\gamma$ is thus weaker than perfect transmission.

## Where the general argument lets the resonance through

Furstenberg's theorem states that products of independent random real $2\times2$ matrices of determinant one grow exponentially, unless the matrices lie in a group equivalent to plane rotations, or together preserve a set of one or two directions. Let $c=(E-\varepsilon_a)/t$ and let $M_a$ be the host matrix. Then $M_a-M_b=(\Delta/t)P$, where $P$ projects on the first component.

Take single sites first. Plane rotations commute, but $M_aP\neq PM_a$, so $M_a$ and $M_b$ do not. A common eigenvector would be an eigenvector of $P$, that is $(1,0)$ or $(0,1)$, and $M_a$ preserves neither direction. There remains a pair of directions swapped by at least one matrix. A swapping matrix has zero trace. Both traces cannot vanish, because $c-x=\Delta/t\neq0$. If $c=0$, $M_a$ sends the direction $(\mu,1)$ to $(-1/\mu,1)$, whereas the eigenvectors of $M_b$ are $(\mu,1)$ and $(1/\mu,1)$; these are not swapped. The case $x=0$ is the same with the roles exchanged. Hence $\gamma>0$ at every energy: for independent sites the belief stands.

With pairs, $M_b$ is replaced by $M_b^2=xM_b-1$. For $x\neq0$ it has the eigenvectors of $M_b$ and still fails to commute with $M_a$, so the earlier exclusions stand unless $M_b^2$ itself swaps two directions. At $x=0$ it becomes $-1$, and for $|\Delta|<2t$ the host matrix alone is equivalent to a rotation. This is the resonance.

Squaring also opens one more exception. The trace of $M_b^2$, $x^2-2$, vanishes at $x^2=2$, and $M_b^2$ can then swap two directions. If $M_a$ keeps both, they are $(\lambda,1)$ and $(1/\lambda,1)$ with $\lambda+1/\lambda=c$. The swap requires $(\lambda-x)/(x\lambda-1)=1/\lambda$, or $\lambda^2-2x\lambda+1=0$, so $c=2x$. If $M_a$ swaps too, $c=0$, and both matrices indeed exchange the directions $(1,1)$ and $(1,-1)$. Since $c-x=\Delta/t$, both cases need $|\Delta|=\sqrt2\,t$; the energies are $E=\varepsilon_a+2\Delta$ and $E=\varepsilon_a$. There stretching and shrinking alternate at random. For a start along one of the two directions the logarithm of the amplitude is a random walk $S$; along the other it is $-S$. A general start contains both, the larger part dominates, and $\ln|\psi|$ follows $|S|$, whose mean grows as the square root of the number of units. The computed mean of $\ln|\psi|$ grew by factors of 1.93 and 2.12 when the number of units was quadrupled; a random walk gives 2, exponential growth 4. These energies have $\gamma=0$ without perfect transmission: at $\varepsilon_a+2\Delta$ the host wave is evanescent, and at $\varepsilon_a$ equation (2) gives $|\beta|^2=1$ for a single pair.

## A number: one hole in a chain of germanium dots

Consider a single hole crossing 100 gate-defined germanium quantum dots, with $t=\Delta=50$ µeV, $p=0.5$ and a pitch of 150 nm. Both ends are assumed to continue as ideal leads of $a$-dots with the same hopping. No magnetic field is applied, so with nearest-neighbour hopping the spin only doubles each level. Equation (5) gives

$$\delta_N=50\ \mathrm{µeV}\times\sqrt3\times\sqrt{\frac{1.5}{50}}=15\ \mathrm{µeV},$$

and (6) gives a leading-order estimate of $(2/\pi)\sqrt{300}=11$ states with a localisation length above 100 dots. At this length the window is not very narrow: directly computed localisation lengths are 185 dots at its lower edge and 70 at its upper edge, instead of 100 at both. The energy dependence of (2) accounts for part of this asymmetry, giving about 117 and 77; the rest comes from higher-order terms dropped in deriving (4). The true window therefore runs from about 23 µeV below $\varepsilon_b$ to 13 µeV above it and holds about 13 states.

At 50 mK, $k_BT=4.3$ µeV. Let the hole's energy be spread evenly over $3.5k_BT=15$ µeV, centred on $\varepsilon_b$. The mean transmission over 200 chains is 0.86. Now shuffle the sites of each chain, holding the numbers of $a$- and $b$-dots, the hopping and the energy spread fixed. The mean falls to 0.05. The flat spread omits the thermal tails: weighting with the derivative of the Fermi function lowers the paired value to about 0.76 at 50 mK and 0.55 at 100 mK, while the shuffled value stays near 0.05. At $\varepsilon_b$ itself every paired chain transmits fully, while the shuffled ones have a localisation length of 36 dots (5.4 µm) and a typical transmission of 0.003 to 0.004. Composition is the same; pairing makes the difference. It does not remove localisation elsewhere: at $E=\varepsilon_a$ the paired chain has a localisation length of 47 dots.

Errors in the site energies spoil the cancellation. For independent errors of rms $\sigma$, an error $w$ on one site changes the next amplitude by $-w\psi_n/t$. On a host site this produces $|\beta|=|w|/(2t\sin k)$. On either site of a pair the altered amplitude is passed on with at most a sign, and $|\beta|$ is the same. The errors average to zero and add no phase bias, so each site contributes $|\beta|^2/2$ and

$$\gamma=\frac{\sigma^2}{8t^2\sin^2k}=\frac{\sigma^2}{2(4t^2-\Delta^2)}.$$

For $\sigma=5$ µeV the localisation length is $2\times7500/25=600$ dots, and the mean transmission at $\varepsilon_b$ drops from 1 to 0.75. A 5 percent rms error in the hopping alone gives 0.77, second-neighbour hopping of 2 percent alone 0.97, and all three together 0.59. These are means over 200 random chains, with sampling errors of up to about 0.02; larger samples give 0.74, 0.75, 0.97 and 0.57, so the site and hopping errors cost about the same. The second-neighbour hopping is taken real and spin-independent; a phase of $\pi/2$ relative to the nearest-neighbour path, which spin-orbit coupling could supply, raises 0.97 to 1.00.

The hopping, pitch and temperature are rough values typical of such dots; a chain of 100 is far longer than usual arrays. Real contacts that do not match the ideal leads reflect at the ends of the chain, so the transmission is then generally below one even at $\varepsilon_b$. Another serious omission is repulsion. For a dot radius of 40 nm and relative permittivity 16, the unscreened estimates are 3.5 meV for two holes on one dot and 0.6 meV for neighbouring dots, 70 and 12 times $t$; nearby gates reduce both. The result therefore concerns one hole in an otherwise empty chain, not the conductance of a filled one. At the group velocity $\sqrt{4t^2-\Delta^2}/\hbar$, in sites per second, the crossing takes 0.76 ns, so one hole at a time limits the current to about 0.2 nA. A rough charge coherence time of 1 ns is barely longer, and loss of coherence would change the transmission by an amount not computed here. The orbital spacing scale $\hbar^2/mR^2$, which is 0.8 meV or 16 times $t$ for the 40 nm radius and an in-plane hole mass of $0.06\,m_e$ (0.5 meV for $0.09\,m_e$), supports keeping one level per dot. The full numerical output follows.

## Calculated quantities

```
MODEL TESTS (energies in units of t)
Delta=1.0, p=0.5, |d|=0.05: gamma product 2.758e-04, formula 2.778e-04 per site
Delta=1.5, p=0.3, |d|=0.05: gamma product 5.353e-04, formula 5.298e-04 per site
Delta=2.5, p=0.5, E=eps_b: gamma 0.2310, formula 0.2310 per site
Delta=2: a-sites 50, matrix element 51.0
Delta=sqrt2, log growth ratio 1600/400 units: E=eps_a 2.12, E=eps_a+2Delta 1.93
density of states, Delta=1, p=0.5: count 0.1837, formula 0.1838 per site per t
density of states, Delta=1, p=0.2: count 0.1842, formula 0.1838 per site per t
integrated transmission N=800: 0.1680 t, N=3200: 0.0820 t, ratio 2.048
site noise 0.1 t: gamma 1.663e-03, formula 1.667e-03 per site
GERMANIUM DOT CHAIN (rough typical inputs)
hopping t: 50 ueV; site difference Delta: 50 ueV
dimer probability: 0.5; share of b-sites: 0.667
dots: 100; pitch: 150 nm; length: 15.0 um
temperature: 50 mK; kT: 4.31 ueV; injection spread 3.5 kT: 15.1 ueV
resonance half-width: 15.0 ueV
states with localisation length above chain: 11.0
computed localisation length at lower edge: 185 dots
computed localisation length at upper edge: 70 dots
localisation length, paired, E=eps_a: 46.9 dots
localisation length, shuffled, E=eps_b: 35.8 dots = 5.37 um
transmission at eps_b, paired: lowest of 200 1.000000
transmission at eps_b, shuffled: mean 0.0590, typical 3.70e-03
mean transmission over spread: paired 0.862, shuffled 0.0527
NEGLECTED EFFECTS (mean transmission of paired chains at eps_b)
site error 5 ueV rms: 0.747; localisation length 600 dots
hopping error 5 percent rms: 0.772
second-neighbour hopping 2 percent of t: 0.966
all three together: 0.593
dot radius: 40 nm; mass: 0.06 m_e; relative permittivity: 16
orbital spacing scale: 0.79 meV
unscreened charging energy: 3.53 meV; neighbour repulsion: 0.60 meV
transit time: 0.76 ns; rough charge coherence time: 1 ns
current limit for one hole at a time: 0.21 nA
```
